# Electrostatic pressure on conductors across a vacuum gap

## Problem

An air gap between two interconnect lines is idealized as a vacuum gap between two flat, parallel metal walls. The walls carry equal and opposite charges, and the field between them is 1 MV/cm. The gap is 20 nm wide, and each wall is 100 nm high and 1 µm long.

(a) What force per area does the field exert on one wall, and in which direction?

(b) What are the voltage, the surface charge density and the total force on one wall, if the field is taken as uniform?

Treat the metal as an ideal conductor at rest, with no field in its interior. Leave out gas pressure, adhesion and dispersion forces. SI units are used, since the data are laboratory quantities.

## Hints

1. Convert the field to V/m before anything else. A centimetre in the denominator is easily turned the wrong way.
2. Gauss's law, applied to a flat box with one face in the metal and one in the gap, links the field to the surface charge.
3. The field in the gap is produced by both walls together. Which part of it can push or pull a given wall as a whole?
4. For the direction, look at the signs of the two charges.
5. As a check, let the surface charge have a small thickness. What is the field at its inner edge, and what is it at its outer edge?

## Solution

### The field and the surface charge

The field in SI units is

\[
E=\frac{10^{6}\ \text{V}}{10^{-2}\ \text{m}}=10^{8}\ \text{V/m}.
\]

Let the \(x\) axis run across the gap. The left metal fills \(x<0\) and has charge density \(+\sigma\) on its surface at \(x=0\). The right metal begins at \(x=d\) and has \(-\sigma\) there. The field in the gap then points along \(+x\).

Take a flat box of face area \(A\) around a piece of the left surface. The face in the metal contributes no flux, because the field there is zero. The sides contribute none, because the field is parallel to them. The face in the gap contributes \(EA\). Gauss's law gives

\[
EA=\frac{\sigma A}{\varepsilon_0}
\quad\Longrightarrow\quad
\sigma=\varepsilon_0E .
\]

### The field that acts on one wall

Consider first a single wide sheet of charge density \(\sigma\), standing alone. By symmetry its field has the same strength \(E_1\) on both sides and points away from the sheet if \(\sigma>0\). A box enclosing a piece of the sheet now has flux through two faces:

\[
2E_1A=\frac{\sigma A}{\varepsilon_0}
\quad\Longrightarrow\quad
E_1=\frac{\sigma}{2\varepsilon_0}=\frac{E}{2}.
\]

In the gap, the fields of the positive and the negative sheet both point along \(+x\) and add up to \(E\). Inside either metal they point in opposite directions and cancel, as they must in a conductor.

The charges of one sheet also act on each other, but these forces cancel in pairs and give the sheet no net force. The left wall is therefore pulled by the field of the right wall alone, which is \(E/2\) along \(+x\). Its force per area is

\[
P=\sigma\,\frac{E}{2}=(\varepsilon_0E)\,\frac{E}{2}
=\frac{\varepsilon_0E^2}{2}.
\]

The force on the left wall points along \(+x\), out of its metal and into the gap. On the right wall the charge is \(-\sigma\), while the field of the left wall still points along \(+x\), so the force points along \(-x\). Both walls are pulled inward, toward the gap. The word "pressure" here gives the size of a pull on the surface; the metal is not being squeezed by it.

### The number

\[
P=\frac{(8.854\times10^{-12}\ \text{F/m})(10^{8}\ \text{V/m})^2}{2}
=4.427\times10^{4}\ \text{Pa}\approx 44\ \text{kPa}.
\]

The units work out because \(1\ \text{F}=1\ \text{C/V}\) and \(1\ \text{C·V}=1\ \text{J}\), so the product has the unit J/m³, which is N/m².

This is about 0.44 of a standard atmosphere. In Hartree atomic units, where \(4\pi\varepsilon_0=1\), the law reads \(P=E^2/(8\pi)\), and the same pressure is \(1.50\times10^{-9}\) hartree/bohr³.

Multiplying \(\sigma\) by the full field \(E\) would give 88.5 kPa, twice the correct value, because it lets the wall's own field pull the wall. Nor should the pulls on the two walls be added: they are an action–reaction pair, and each wall feels 44 kPa.

### Does the factor 1/2 depend on a thin sheet?

At an infinitely thin sheet the field jumps from 0 to \(E\), and one may doubt which value to use. Let the charge instead fill a thin layer with density \(\rho(x)\), from \(x_1\) in the metal to \(x_2\) in the gap. Gauss's law in one dimension is \(\rho=\varepsilon_0\,dE/dx\), where \(E(x)\) is now the local total field. The force per area is the sum of charge times field over the layer:

\[
P=\int_{x_1}^{x_2}\rho E\,dx
=\varepsilon_0\int_{x_1}^{x_2}E\,\frac{dE}{dx}\,dx
=\frac{\varepsilon_0}{2}\int_{x_1}^{x_2}\frac{d(E^2)}{dx}\,dx
=\frac{\varepsilon_0}{2}\left[E^2(x_2)-E^2(x_1)\right].
\]

With \(E(x_1)=0\) and \(E(x_2)=E\), the result is again \(\varepsilon_0E^2/2\). The shape of \(\rho\) has dropped out. The numerical output shows this for three layers, one of which contains charge of both signs: each gives 44.271 kPa.

### Voltage, charge and force

In a uniform field the voltage is

\[
V=Ed=(10^{8}\ \text{V/m})(20\times10^{-9}\ \text{m})=2.0\ \text{V}.
\]

The surface charge density is

\[
\sigma=\varepsilon_0E=8.85\times10^{-4}\ \text{C/m}^2,
\]

or 0.00553 elementary charges per nm². That is one missing or extra electron per 180 nm² or so: even this strong field needs only a sparse surface charge, whatever the width of the gap.

The wall area is \((100\times10^{-9}\ \text{m})(10^{-6}\ \text{m})=10^{-13}\ \text{m}^2\), and the force on one wall is

\[
F=PA=(4.427\times10^{4}\ \text{Pa})(10^{-13}\ \text{m}^2)
=4.4\times10^{-9}\ \text{N}=4.4\ \text{nN}.
\]

### How far the uniform field can be trusted

The derivation used walls much wider than the gap. To see how this limit is reached, one can add up the Coulomb forces between two square sheets with uniform, opposite charge densities \(\pm\sigma\). The mean attraction per area is 29.7 kPa when the side is 10 times the gap, 41.5 kPa at 100 times and 43.9 kPa at 1000 times. These values lie 33 %, 6 % and 0.9 % below the wide-plate result. Charge near an edge has less opposite charge facing it, so it is pulled less strongly across the gap.

These percentages are not corrections for real walls, since charge on a conductor does not stay uniform near an edge. For conductors at a given voltage the correction even has the opposite sign: charge crowds toward the edges, and the fringing field adds to the attraction. It is also smaller. For long walls whose height is 5 times the gap, held at 2 V, the force exceeds the uniform-field value by about 5 % if the walls are very thin and by 10 to 12 % if they are 20 to 100 nm thick, while the field at mid-height stays at \(V/d\). So 4.4 nN is an estimate on the low side, whereas 44 kPa holds wherever the local surface field is 1 MV/cm. Two further assumptions concern the gap itself. It must be free of charge for the field to be uniform across it, so that \(V=Ed\), and free of dielectric material for the formulas to hold with \(\varepsilon_0\).

## Variation 1: the voltage is held fixed

*A source keeps the walls at voltage \(V\). Find the force from the energy, and find what happens when the gap narrows.*

The field energy is the energy density \(\varepsilon_0E^2/2\) times the volume \(Ad\). With \(E=V/d\),

\[
U=\frac{\varepsilon_0}{2}\frac{V^2}{d^2}Ad=\frac{\varepsilon_0AV^2}{2d},
\qquad
\frac{dU}{dd}=-\frac{\varepsilon_0AV^2}{2d^2}.
\]

The field energy falls as the gap widens, which by itself would suggest repulsion. But the charge \(Q=\varepsilon_0AV/d\) changes too, and charge returning to the source raises the source's energy by \(-V\,dQ\):

\[
-V\frac{dQ}{dd}=+\frac{\varepsilon_0AV^2}{d^2}.
\]

The total energy slope is the sum of the two, and the force along increasing \(d\) is minus that sum:

\[
F_d=-\left(-\frac{\varepsilon_0AV^2}{2d^2}+\frac{\varepsilon_0AV^2}{d^2}\right)
=-\frac{\varepsilon_0AV^2}{2d^2}=-\frac{\varepsilon_0E^2}{2}A .
\]

This is the attraction found before. With isolated walls, \(Q\) is fixed, \(E=Q/(\varepsilon_0A)\) does not depend on \(d\), and \(U=\varepsilon_0E^2Ad/2\) gives the same force directly.

The two cases differ once the walls move. In the uniform-field approximation, the pressure at fixed charge stays the same. At fixed voltage \(P=\varepsilon_0V^2/(2d^2)\), so halving the gap to 10 nm raises it fourfold, to 177 kPa. (The dispersion attraction left out here grows faster still: a Drude model of copper gives about 1 kPa at 20 nm and about 10 kPa at 10 nm.) Since \(dP/dd=-2P/d\), the pull at 20 nm grows by \(2(44.3\ \text{kPa})/(20\ \text{nm})=4.4\) kPa for each nanometre of closing, to first order. If one wall is fixed and the other is held elastically, the restoring pressure must grow faster than this, or the equilibrium is unstable.

## Variation 2: two round wires

*Replace the walls by long parallel wires of radius \(a=10\) nm, with centres \(s=40\) nm apart, so that the closest gap is again 20 nm. The voltage is 2 V. Find the pressure at the facing point and at the far point of a wire, and the attraction per length.*

Place line charges \(+\lambda\) at \(x=-b\) and \(-\lambda\) at \(x=+b\), with \(b^2=(s/2)^2-a^2\). For a point on the left wire's surface, at angle \(\theta\) from the direction of the other wire, the squared distances to the two lines are

\[
r_\pm^2=(s\mp2b)\left(\frac{s}{2}-a\cos\theta\right),
\]

with the upper sign for \(+\lambda\). This follows by inserting \(x=-s/2+a\cos\theta\), \(y=a\sin\theta\) into \((x\pm b)^2+y^2\). The ratio \(r_-/r_+\) is the same for every \(\theta\), and the potential \((\lambda/2\pi\varepsilon_0)\ln(r_-/r_+)\) is therefore constant on the surface. By symmetry the same holds for the right wire, so the two lines give the correct field outside the metal.

On the axis through both centres,

\[
E_x=\frac{\lambda}{2\pi\varepsilon_0}\left(\frac{1}{x+b}-\frac{1}{x-b}\right)
=\frac{\lambda}{2\pi\varepsilon_0}\,\frac{2b}{b^2-x^2}.
\]

Here \(b=\sqrt{400-100}\ \text{nm}=17.32\) nm. Integrating from \(x=-h\) to \(x=h\), with \(h=s/2-a=10\) nm, gives

\[
V=\frac{\lambda}{2\pi\varepsilon_0}\,2\ln\frac{b+h}{b-h}
=\frac{\lambda}{2\pi\varepsilon_0}\times2.634 ,
\]

so \(\lambda/(2\pi\varepsilon_0)=0.759\) V. At the facing point, \(x=-10\) nm, the field is \(1.32\times10^8\) V/m, and \(\varepsilon_0E^2/2\) is 76.6 kPa. At the far point, \(x=-30\) nm, the field is three times weaker, since \(|b^2-x^2|\) is 600 nm² instead of 200 nm². The pressure is nine times lower, 8.5 kPa.

For the net force, write \(s=2a\cosh u\). Then \(b=a\sinh u\), \(h=a(\cosh u-1)\), and

\[
\frac{b+h}{b-h}=\frac{e^{u}-1}{1-e^{-u}}=e^{u}.
\]

The energy per length is \(\lambda V/2=\lambda^2u/(2\pi\varepsilon_0)\). At fixed \(\lambda\), with \(ds/du=2a\sinh u=2b\), the force per length along increasing \(s\) is

\[
f_s=-\frac{\lambda^2}{2\pi\varepsilon_0}\frac{du}{ds}
=-\frac{\lambda^2}{4\pi\varepsilon_0b}=-0.926\ \text{mN/m}.
\]

Summing the local pull \(\varepsilon_0E^2/2\) around the wire, with its direction, gives an attraction of 0.926 mN/m as well. This tests the local law where the field is far from uniform. The far side pulls the wire away from its neighbour, but too weakly to offset the facing side. The energy at fixed voltage gives the same attraction, while omitting the source reverses the sign, as in Variation 1.

## Values computed for the example and the checks

```
Vacuum permittivity: 8.854188e-12 F/m
Field: 1.000e+08 V/m
Gap: 20.0 nm
Voltage across gap: 2.000 V
Surface charge density: 8.85419e-04 C/m^2
Elementary charges per area: 0.00553 nm^-2
Pressure on one wall: 44.271 kPa
Same pressure: 1.5047e-09 hartree/bohr^3
Wrong value from full field: 88.542 kPa
Pressure / standard atmosphere: 0.4369
Wall height: 100.0 nm
Wall length: 1.0 micrometre
Uniform-field force on one wall: 4.427 nN
Coulomb sheets, side/gap 10: 29.737 kPa
Coulomb sheets, side/gap 100: 41.545 kPa
Coulomb sheets, side/gap 1000: 43.869 kPa
Coulomb sheets, side/gap 100000: 44.264 kPa
Charge layer, exponential: 44.271 kPa
Charge layer, two-peaked: 44.271 kPa
Charge layer, sign-changing: 44.271 kPa
Wire radius: 10.0 nm
Wire centre distance: 40.0 nm
Wire pressure, facing point: 76.577 kPa
Wire pressure, far point: 8.509 kPa
Wire attraction from pressure: 0.92596 mN/m
Wire forces along increasing distance:
  energy, fixed charge: -0.92596 mN/m
  energy, fixed voltage: -0.92597 mN/m
  source omitted (wrong): 0.92597 mN/m
```
